# Field-Emission Resistivity After Recessing a Contact into Falling Doping: test program

```python
"""
Result under test: if donor density falls tenfold per length L, a contact recess d
multiplies the field-emission factor exp(phi/E00) by exp(b*(10**(d/(2L))-1)),
where b = phi/E00 before the recess and doping is taken as locally uniform.
phi: barrier above the Fermi level; E00: tunnelling energy (q*hbar/2)*sqrt(N/(m*eps));
N: active donor density; m: mass normal to the interface; eps: permittivity.
Internal units are eV, nm and nm^-3. Material parameters are rough values for
heavily doped n-type silicon with a (100) surface.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import expit

PHI = 0.60
EPS_R = 11.7
M_LIGHT, M_HEAVY = 0.19, 0.92
DECADE, RECESS, B_START = 3.0, 2.0, 4.0
KIN = const.hbar**2 / (2 * const.m_e * const.e) * 1e18       # eV nm^2
POISSON = const.e / (const.epsilon_0 * EPS_R) * 1e9          # eV nm
KB = const.k / const.e                                       # eV/K
M_DOS = (36 * M_HEAVY * M_LIGHT**2) ** (1 / 3)
# Each entry: number of valleys, normal mass, two transverse masses.
VALLEYS = [(4, M_LIGHT, M_LIGHT, M_HEAVY), (2, M_HEAVY, M_LIGHT, M_LIGHT)]


def tunnelling_energy(density):
    return 0.5 * np.sqrt(2 * KIN * POISSON * density / M_LIGHT)


def density_for_energy(e00):
    return (2 * e00) ** 2 * M_LIGHT / (2 * KIN * POISSON)


def uniform(density):
    return lambda depth: density + 0 * depth


def band_barrier(doping, height, points=4001):
    """Integrate Poisson's equation for full depletion; return depth and energy."""
    s = np.linspace(0, 30, 30001)
    bending = POISSON * cumulative_trapezoid(s * doping(s), s, initial=0)
    assert bending[-1] > height
    width = np.interp(height, bending, s)
    x = np.linspace(0, width, points)
    charge = cumulative_trapezoid(doping(x), x, initial=0)
    slope = POISSON * (charge[-1] - charge)
    drop = cumulative_trapezoid(slope, x, initial=0)
    return x, drop[-1] - drop


def action(x, potential, energy=0.0, mass=M_LIGHT):
    root = np.sqrt(np.clip(potential - energy, 0, None))
    return 2 * np.sqrt(mass / KIN) * trapezoid(root, x)


def fermi_zero(density):
    return KIN / M_DOS * (3 * np.pi**2 * density) ** (2 / 3)


def fermi_offset(density, temperature):
    """Fermi level above the bulk band edge from an explicit density integral."""
    root_e = np.linspace(0, 1.2, 12001)
    scale = (M_DOS / KIN) ** 1.5 / (2 * np.pi**2)

    def excess(mu):
        filled = expit((mu - root_e**2) / (KB * temperature))
        return scale * trapezoid(2 * root_e**2 * filled, root_e) - density
    return brentq(excess, -0.4, 0.6)


def resistivity(doping, bulk_density, temperature):
    """Contact resistivity in ohm cm^2 from WKB and all transverse states."""
    zeta = fermi_offset(bulk_density, temperature)
    x, u = band_barrier(doping, PHI + zeta, 801)
    energy = np.linspace(0, PHI + zeta + 0.5, 3001)
    root = np.sqrt(np.clip(u[None, :] - energy[:, None], 0, None))
    path = trapezoid(root, x, axis=1)
    filled = expit((zeta - energy) / (KB * temperature))
    channels = 0.0
    for count, m_normal, m_a, m_b in VALLEYS:
        transmission = np.exp(-2 * np.sqrt(m_normal / KIN) * path)
        states = np.sqrt(m_a * m_b) / (2 * np.pi * KIN)
        channels += count * states * trapezoid(transmission * filled, energy)
    conductance = const.e**2 / const.h * channels * 1e14
    return 1 / conductance


def wave_transmission(density):
    """Schrodinger transmission at the Fermi level into a metal 5 eV deep."""
    zeta = fermi_zero(density)
    width = np.sqrt(2 * (PHI + zeta) / (POISSON * density))
    k_metal = np.sqrt(M_LIGHT * 5.0 / KIN)
    k_bulk = np.sqrt(M_LIGHT * zeta / KIN)

    def rhs(x, y):
        u = POISSON * density * (width - x) ** 2 / 2
        return [y[1], M_LIGHT / KIN * (u - zeta) * y[0]]
    sol = solve_ivp(rhs, (0, width), np.array([1 + 0j, -1j * k_metal]),
                    rtol=1e-9, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    incident = (psi + 1j * dpsi / k_bulk) / 2
    return k_metal / (k_bulk * abs(incident) ** 2)


# Main law: numerical Poisson and WKB integrals against the derived formula.
for b in (3.0, 4.0, 5.0):
    n_start = density_for_energy(PHI / b)
    s_start = action(*band_barrier(uniform(n_start), PHI))
    assert abs(s_start / b - 1) < 1e-3
    for d in (1.0, 2.0, 3.0):
        n_deep = n_start * 10 ** (-d / DECADE)
        s_deep = action(*band_barrier(uniform(n_deep), PHI))
        law = b * (10 ** (d / (2 * DECADE)) - 1)
        assert abs((s_deep - s_start) / law - 1) < 2e-3

n0 = density_for_energy(PHI / B_START)
n1 = n0 * 10 ** (-RECESS / DECADE)
densities = (n0, n1)
bars = [band_barrier(uniform(n), PHI) for n in densities]
exponents = [action(*bar) for bar in bars]
factor = np.exp(exponents[1] - exponents[0])
assert 70 < factor < 140

# Supply formula: explicit sum over transverse momentum, including spin.
kt_room = KB * 300
k = np.linspace(-5, 5, 1001)
kx, ky = np.meshgrid(k, k)
for e_normal in (-0.05, 0.03):
    total = e_normal + KIN * (kx**2 / M_LIGHT + ky**2 / M_HEAVY)
    occ = expit(-total / kt_room)
    counted = 2 * np.sum(occ * (1 - occ) / kt_room) * (k[1] - k[0])**2
    counted /= (2 * np.pi) ** 2
    formula = np.sqrt(M_LIGHT * M_HEAVY) / (2 * np.pi * KIN)
    formula *= expit(-e_normal / kt_room)
    assert abs(counted / formula - 1) < 1e-3

# Degeneracy and wave reflection.
for n in densities:
    assert abs(fermi_offset(n, 10) / fermi_zero(n) - 1) < 0.01
deg = []
for n in densities:
    z = fermi_zero(n)
    deg.append(action(*band_barrier(uniform(n), PHI + z), energy=z))
deg_factor = np.exp(deg[1] - deg[0])
waves = [wave_transmission(n) for n in densities]
wave_factor = waves[0] / waves[1]
assert all(0 < t < 1 for t in waves)
assert 50 < deg_factor < 200
# WKB omits order-one reflection factors, which need only nearly cancel.
assert 0.5 < wave_factor / deg_factor < 2

# Image force with the static permittivity.
image_exp = []
for x, u in bars:
    image = POISSON / (16 * np.pi * np.maximum(x, 1e-6))
    image_exp.append(action(x, u - image))
image_factor = np.exp(image_exp[1] - image_exp[0])
assert 50 < image_factor < 200

# Temperature and supply, still with locally uniform doping.
rho_room = [resistivity(uniform(n), n, 300) for n in densities]
rho_cold = [resistivity(uniform(n), n, 10) for n in densities]
room_factor = rho_room[1] / rho_room[0]
cold_factor = rho_cold[1] / rho_cold[0]
assert 1 < room_factor < cold_factor

# Grading inside the barrier, ending at a deep doping floor.
graded = []
for floor in (0.01, 0.03):
    profiles = [lambda z, d=d, f=floor: np.maximum(
        n0 * 10 ** (-(z + d) / DECADE), f) for d in (0.0, RECESS)]
    g_exp = [action(*band_barrier(p, PHI)) for p in profiles]
    assert all(g > s for g, s in zip(g_exp, exponents))
    g_rho = [resistivity(p, floor, 300) for p in profiles]
    graded.append((floor, g_exp, g_rho))

print(f"Barrier height: {PHI:.2f} eV")
print(f"Relative permittivity: {EPS_R:.1f}")
print(f"Light, heavy normal mass: {M_LIGHT:.2f}, {M_HEAVY:.2f} m_e")
print(f"Doping decade length: {DECADE:.1f} nm; recess: {RECESS:.1f} nm")
print(f"Doping e-fold length: {DECADE / np.log(10):.3f} nm")
print(f"Density ratio after/before: {n1 / n0:.4f}")
for name, n, bar, s in zip(("Before", "After"), densities, bars, exponents):
    w = bar[0][-1]
    print(f"{name}: donor density {n * 1e21:.3e} cm^-3")
    print(f"{name}: E00 {tunnelling_energy(n):.4f} eV")
    print(f"{name}: depletion width {w:.3f} nm")
    print(f"{name}: peak field {2 * PHI / w * 10:.2f} MV/cm")
    print(f"{name}: WKB exponent {s:.3f}")
    print(f"{name}: mean donor spacing {n ** (-1 / 3):.2f} nm")
print(f"Exponent increase: {exponents[1] - exponents[0]:.3f}")
print(f"Field-emission resistivity factor: {factor:.1f}")
linear = np.exp(B_START * np.log(10) * RECESS / (2 * DECADE))
print(f"Factor from linearized exponent: {linear:.1f}")
for b in (3, 5):
    value = np.exp(b * (10 ** (RECESS / (2 * DECADE)) - 1))
    print(f"Factor if starting ratio is {b}: {value:.1f}")
print(f"Fermi energy at 0 K, before/after: "
      f"{fermi_zero(n0):.4f}, {fermi_zero(n1):.4f} eV")
print(f"Degenerate exponents: {deg[0]:.3f}, {deg[1]:.3f}")
print(f"Factor with degeneracy, WKB: {deg_factor:.1f}")
print(f"Factor with degeneracy, wave equation: {wave_factor:.1f}")
print(f"Image-force exponents: {image_exp[0]:.3f}, {image_exp[1]:.3f}")
print(f"Factor with image force: {image_factor:.1f}")
heavy = [action(*bar, mass=M_HEAVY) for bar in bars]
print(f"Heavy-valley exponents: {heavy[0]:.2f}, {heavy[1]:.2f}")
print(f"Thermal energy at 300 K: {kt_room:.4f} eV")
print(f"Uniform, 300 K, before: {rho_room[0]:.2e} ohm cm^2")
print(f"Uniform, 300 K, after: {rho_room[1]:.2e} ohm cm^2")
print(f"Uniform, full factor at 300 K: {room_factor:.1f}")
print(f"Uniform, full factor at 10 K: {cold_factor:.1f}")
for floor, g_exp, g_rho in graded:
    print(f"Graded, floor {floor * 1e21:.0e} cm^-3:")
    print(f"  exponents before/after: {g_exp[0]:.2f}, {g_exp[1]:.2f}")
    print(f"  exponential factor: {np.exp(g_exp[1] - g_exp[0]):.1f}")
    print(f"  300 K before/after: {g_rho[0]:.2e}, {g_rho[1]:.2e} ohm cm^2")
    print(f"  full factor at 300 K: {g_rho[1] / g_rho[0]:.1f}")
print("every check passed")
```

Output:

```
Barrier height: 0.60 eV
Relative permittivity: 11.7
Light, heavy normal mass: 0.19, 0.92 m_e
Doping decade length: 3.0 nm; recess: 2.0 nm
Doping e-fold length: 1.303 nm
Density ratio after/before: 0.2154
Before: donor density 1.451e+20 cm^-3
Before: E00 0.1500 eV
Before: depletion width 2.312 nm
Before: peak field 5.19 MV/cm
Before: WKB exponent 4.000
Before: mean donor spacing 1.90 nm
After: donor density 3.126e+19 cm^-3
After: E00 0.0696 eV
After: depletion width 4.982 nm
After: peak field 2.41 MV/cm
After: WKB exponent 8.618
After: mean donor spacing 3.17 nm
Exponent increase: 4.618
Field-emission resistivity factor: 101.3
Factor from linearized exponent: 21.5
Factor if starting ratio is 3: 31.9
Factor if starting ratio is 5: 321.2
Fermi energy at 0 K, before/after: 0.0949, 0.0341 eV
Degenerate exponents: 3.259, 7.811
Factor with degeneracy, WKB: 94.8
Factor with degeneracy, wave equation: 83.8
Image-force exponents: 3.168, 7.687
Factor with image force: 91.7
Heavy-valley exponents: 8.80, 18.96
Thermal energy at 300 K: 0.0259 eV
Uniform, 300 K, before: 1.50e-08 ohm cm^2
Uniform, 300 K, after: 1.87e-06 ohm cm^2
Uniform, full factor at 300 K: 124.6
Uniform, full factor at 10 K: 260.8
Graded, floor 1e+19 cm^-3:
  exponents before/after: 10.90, 15.02
  exponential factor: 61.6
  300 K before/after: 8.42e-06, 2.35e-04 ohm cm^2
  full factor at 300 K: 27.9
Graded, floor 3e+19 cm^-3:
  exponents before/after: 7.75, 8.80
  exponential factor: 2.9
  300 K before/after: 8.43e-07, 2.20e-06 ohm cm^2
  full factor at 300 K: 2.6
every check passed
```
